# Relativity and the loss of H2 from SnH4

**Problem.** The gas-phase reaction

$$\mathrm{SnH_4\rightarrow SnH_2+H_2}$$

takes tin from the formal oxidation state IV to II. It is a small model of the change of valence that can occur in a tin-based resist. Define

$$D=E(\mathrm{SnH_2})+E(\mathrm{H_2})-E(\mathrm{SnH_4}),$$

so that a smaller $D$ favours the divalent product. Find $D$ with a nonrelativistic (NR) and a scalar-relativistic (SR) all-electron Hamiltonian. In which direction does relativity move it, and by how much? All three molecules are taken as closed-shell singlets, and the electrons are treated in the Hartree-Fock approximation.

## A tempting solution

Count oxidation states. Tin(IV) has lost its two 5s electrons and tin(II) has kept them, so the reaction returns a 5s pair to tin. The relativistic change of $D$ should then be the change in the binding of that pair, which needs only the closed-shell ions Sn²⁺ and Sn⁴⁺. Let

$$I=E(\mathrm{Sn^{4+}})-E(\mathrm{Sn^{2+}}).$$

Hartree-Fock calculations on the ions, with the smaller basis described below, give $I=65.289$ eV without relativity and $67.812$ eV with it. Writing $\delta$ for the SR value minus the NR value,

$$\delta I=67.812-65.289=2.523\ \mathrm{eV}.$$

A larger basis raises this to about 2.55 eV. The orbital energies seem to agree. The 5s level of Sn²⁺ falls from $-27.659$ to $-28.783$ eV, and two electrons at $1.124$ eV each make $2.25$ eV. The conclusion would be $\delta D\approx-2.5$ eV.

## Where it fails

The direction will turn out right, but the size is wrong. To see what was dropped, take both hydrides apart into tin ions and hydride ions. Define the binding energies

$$B_4=E(\mathrm{Sn^{4+}})+4E(\mathrm{H^-})-E(\mathrm{SnH_4}),$$

$$B_2=E(\mathrm{Sn^{2+}})+2E(\mathrm{H^-})-E(\mathrm{SnH_2}).$$

Solve these for the molecular energies and insert them in $D$:

$$\begin{aligned}
D&=E(\mathrm{Sn^{2+}})+2E(\mathrm{H^-})-B_2+E(\mathrm{H_2})\\
&\quad-E(\mathrm{Sn^{4+}})-4E(\mathrm{H^-})+B_4\\
&=-I+B_4-B_2+E(\mathrm{H_2})-2E(\mathrm{H^-}).
\end{aligned}$$

This is an identity. The tempting solution keeps $-\delta I$ and sets the change of all the other terms to zero, as if relativity bound four hydrides to Sn⁴⁺ just as it binds two to Sn²⁺.

That cannot be assumed. The four valence orbitals of tetrahedral SnH₄ are one totally symmetric orbital and a set of three. The tin 5s orbital belongs to the first symmetry and the 5p orbitals to the second. When hydrides approach Sn⁴⁺, their electrons can flow back into the empty 5s orbital, and they too gain from its relativistic lowering. The oxidation number hides this because it assigns both electrons of each bond to hydrogen. The molecules themselves must be computed with both Hamiltonians.

## The scalar-relativistic Hamiltonian

Use Rydberg units: $\hbar=1$, $m=1/2$, $e^2=2$ and $c=2/\alpha\approx274$. The kinetic energy is then $p^2$, and $2mc^2=c^2$. With the rest energy subtracted, the Dirac equation for the large component $\psi$ and the small component $\chi$ is

$$V\psi+c\,\sigma\!\cdot\!p\,\chi=E\psi,$$
$$c\,\sigma\!\cdot\!p\,\psi+(V-c^2)\chi=E\chi .$$

Here $V$ is the attraction of the nuclei, taken as points. Substitute $\chi=\sigma\!\cdot\!p\,\phi/c$ and use $(\sigma\!\cdot\!p)^2=p^2$. The first line becomes

$$V\psi+p^2\phi=E\psi.$$

Multiply the second line from the left by $\sigma\!\cdot\!p/c$:

$$p^2\psi+\left[\frac{(\sigma\!\cdot\!p)V(\sigma\!\cdot\!p)}{c^2}-p^2\right]\phi=E\,\frac{p^2}{c^2}\phi .$$

The product $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ separates the spin:

$$(\sigma\!\cdot\!p)V(\sigma\!\cdot\!p)=p\!\cdot\!Vp+i\sigma\!\cdot(p\times Vp).$$

Since $p\times p=0$ and $p$ acting on $V$ gives $-i\nabla V$, the last term equals $\sigma\!\cdot(\nabla V\times p)$. Around one nucleus it is $(V'/r)\,\sigma\!\cdot\!L$, the source of spin-orbit coupling. The scalar-relativistic model drops it. An s function has $L=0$, so the s levels of a one-electron ion are unaffected by this step.

Now expand $\psi$ and $\phi$ in the same real basis functions, with coefficient columns $A$ and $B$. Let $S$, $T$, $V$ and $W$ be the matrices of $1$, $p^2$, $V$ and $p\!\cdot\!Vp$:

$$VA+TB=SAE,$$
$$TA+\left(\frac{W}{c^2}-T\right)B=\frac{T}{c^2}BE .$$

Half of the solutions are electronic; the others lie below $-c^2$. Collect the electronic ones as the columns of square matrices $A$ and $B$, with $E$ diagonal, and define $X=BA^{-1}$, so that $B=XA$. Add $X^{\mathsf T}$ times the second equation to the first:

$$LA=S'AE,$$
$$L=V+TX+X^{\mathsf T}T-X^{\mathsf T}TX+\frac{X^{\mathsf T}WX}{c^2},$$
$$S'=S+\frac{X^{\mathsf T}TX}{c^2}.$$

The energies are kept, but the metric is $S'$. To return to $S$, put $A=Ra$ with

$$R=S^{-1/2}K^{-1/2}S^{1/2},\qquad K=S^{-1/2}S'S^{-1/2}.$$

Then $R^{\mathsf T}S'R=S^{1/2}K^{-1/2}KK^{-1/2}S^{1/2}=S$. Multiplying $LRa=S'RaE$ by $R^{\mathsf T}$ gives

$$h_{\rm SR}\,a=SaE,\qquad h_{\rm SR}=R^{\mathsf T}LR .$$

This is the spin-free exact two-component (X2C) operator. "Exact" refers to the one-electron matrix problem, not to the molecule.

**Two limits.** As $c\to\infty$ the second matrix equation reduces to $TA=TB$, so $X=1$. Then $L=V+T$, $S'=S$ and $R=1$, and $h_{\rm SR}$ becomes $h_{\rm NR}=T+V$.

For the leading correction, let $a$ now stand for one column of $A$, with energy $E$, and consider $a^{\mathsf T}(L-ES')a$. Its derivative with respect to $Xa$ is twice the second matrix equation and vanishes at the solution. The error made by keeping $X=1$ is therefore of second order in $1/c^2$. To first order,

$$\Delta E=\frac{\langle p\!\cdot\!Vp\rangle-E\langle p^2\rangle}{c^2}.$$

For a 1s electron, $\psi\propto e^{-Zr}$ gives $|\nabla\psi|^2=Z^2\psi^2$. With $\langle V\rangle=-2Z^2$, $\langle p^2\rangle=Z^2$ and $E=-Z^2$,

$$\Delta E=\frac{-2Z^4+Z^4}{c^2}=-\frac{Z^4}{c^2}.$$

For $Z=50$ this is $-83$ Ry. The full Dirac formula,

$$E_{1s}=\frac{c^2}{2}\left[\sqrt{1-(2Z/c)^2}-1\right],$$

gives $-2589.25$ Ry, which is 89 Ry below $-2500$ Ry. The leading order is thus about 7% short of the full shift in the tin core. Diagonalizing $h_{\rm SR}$ in the larger basis below gives $-2588.76$ Ry.

## The molecular calculation

In both cases the electrons repel by the Coulomb interaction $2/r_{12}$. With density matrix $P$, Coulomb matrix $J$ and exchange matrix $K_x$, the Hartree-Fock energy is

$$E_{\rm HF}=\mathrm{tr}(hP)+\tfrac12\mathrm{tr}(JP)-\tfrac14\mathrm{tr}(K_xP)+E_{\rm nuc}.$$

Its minimum is found by iterating $(h+J-K_x/2)C=SC\varepsilon$ to self-consistency, with $h=h_{\rm NR}$ or $h_{\rm SR}$. Relativistic corrections to the repulsion itself are left out. A first-order estimate of their Coulomb part, with the electron cloud of Sn²⁺ added to $V$ when $X$ is determined and subtracted afterwards, changes the SR value of $D$ by about $-0.003$ eV. This recipe corrects only one electron of each pair. At lowest order in $1/c^2$ the correction is a contact interaction. Its Coulomb part is quadratic in the density and so changes $D$ by twice as much, $-0.005$ to $-0.008$ eV, and in a closed shell its exchange part cancels half of that again. The net effect is a few meV. Magnetic (Breit) terms were not estimated.

The basis consists of uncontracted Gaussians, so neither Hamiltonian is favoured by contraction coefficients fitted to the other. The smaller set has 16 s, 12 p and 8 d shells on tin and 4 s and 1 p on hydrogen. The larger has 20 s, 15 p, 10 d and 1 f on tin and 5 s and 2 p on hydrogen. For SnH₄ that makes 120 and 166 functions. The repulsion integrals are evaluated by density fitting.

First hold the structures fixed: Sn–H is 0.172 nm in tetrahedral SnH₄ and 0.177 nm in SnH₂, with an angle of 93°, and H–H is 0.0735 nm. The larger basis gives these energies in Ry:

| | NR | SR |
|---|---:|---:|
| SnH₄ | −12049.93444 | −12350.65444 |
| SnH₂ | −12047.57761 | −12348.32133 |
| H₂ | −2.26383 | −2.26384 |

Hence

$$D_{\rm NR}=-12047.57761-2.26383+12049.93444=0.09300\ \mathrm{Ry},$$
$$D_{\rm SR}=-12348.32133-2.26384+12350.65444=0.06927\ \mathrm{Ry}.$$

These are 1.265 and 0.942 eV, so $\delta D=-0.323$ eV. Each tin hydride is lowered by about 300.7 Ry, but nearly all of this is common to the two and cancels.

Next let the structures relax. Near a reference coordinate $q_0$, write

$$E(q_0+x)=E_0+gx+\tfrac12kx^2 .$$

Setting the derivative $g+kx$ to zero gives $x=-g/k$, and substitution gives

$$E_{\min}-E_0=-\frac{g^2}{k}+\frac{g^2}{2k}=-\frac{g^2}{2k}.$$

The slope $g$ and curvature $k$ come from energies on either side of $q_0$ in the smaller basis. Bond length and angle are treated separately. Relativity shortens the Sn–H bond from 0.1728 to 0.1707 nm in SnH₄ and from 0.1775 to 0.1765 nm in SnH₂. Relaxation adds 0.002 eV to $D_{\rm NR}$ and 0.004 eV to $D_{\rm SR}$. The answer at this level of theory is

$$D_{\rm NR}=1.27\ \mathrm{eV},\qquad D_{\rm SR}=0.95\ \mathrm{eV},\qquad \delta D=-0.32\ \mathrm{eV}.$$

Relativity favours the divalent product. It does not make the reaction release energy: $D$ stays positive.

At the reference structures, going from the smaller to the larger basis changes $\delta D$ by $-0.006$ eV, $D_{\rm NR}$ by $-0.008$ eV and $D_{\rm SR}$ by $-0.015$ eV. Replacing the fitted repulsion by explicit integrals, with the same densities in the smaller basis, changes either $D$ by about 0.001 eV. The changes of $\delta D$ from both sources are small beside the shift. A still larger basis, with two tighter s shells and two f shells on tin and 3 p and 1 d on hydrogen, raises $D_{\rm NR}$ by about 0.008 eV and $D_{\rm SR}$ by about 0.005 eV, and lowers $\delta D$ by 0.003 eV. The two values of $D$ are therefore good to about 0.01 eV.

## Reading the shift

The missing part of the tempting solution can now be given a value. In the smaller basis $\delta D=-0.317$ eV, so the identity for $D$ requires

$$\delta\big[B_4-B_2+E(\mathrm{H_2})-2E(\mathrm{H^-})\big]=-0.317+2.523=2.21\ \mathrm{eV}.$$

The hydrogen terms should contribute little: the table shows a change of 0.00001 Ry for H₂, and $Z^4/c^2$ for a hydrogen atom is of the same size. The rest is $\delta(B_4-B_2)$: relativity favours the binding of four hydrides to Sn⁴⁺ over that of two hydrides to Sn²⁺ by about 2.2 eV. This cancels seven eighths of the ionic estimate.

To see which tin orbitals matter, relativity can be switched on for one angular momentum at a time. Let $l$ label all tin functions of one type. The part of an orbital $C$ lying in their span has coefficients $P_lC$, with $P_l=S_{ll}^{-1}S_{l\cdot}$, where $S_{l\cdot}$ contains the overlaps of these functions with the whole basis. Use

$$h_l=h_{\rm NR}+P_l^{\mathsf T}\,(h_{\rm SR}-h_{\rm NR})_{ll}\,P_l$$

and repeat the self-consistent calculation. At the reference structures in the smaller basis, the s channel alone gives $\delta D=-0.64$ eV and the p channel alone $+0.33$ eV. Their sum, $-0.31$ eV, is close to the full $-0.32$ eV.

The s channel therefore drives the shift towards SnH₂, and the p channel opposes it. The 5s orbital of Sn²⁺ shrinks, its root-mean-square radius going from 0.1331 to 0.1285 nm, and its level drops by 1.12 eV. The empty 5p level of the same ion moves by only $-0.01$ eV ($-0.02$ eV in a larger basis). A plausible reading is that SnH₂ keeps more 5s character in its lone pair, while SnH₄ makes more use of 5p. The channel calculation does not prove this, because each channel also contains the core orbitals of its type and their altered screening of the valence shell.

## What the model leaves out

**Correlation.** Second-order perturbation theory for the valence electrons adds

$$E^{(2)}=\sum_{ijab}\frac{(ia|jb)\,[2(ia|jb)-(ib|ja)]}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b},$$

where $i,j$ are occupied and $a,b$ empty orbitals, and $(ia|jb)$ is the integral of $2/r_{12}$ with the orbital product $ia$ for electron 1 and $jb$ for electron 2. With the tin core frozen, 4d included, and the larger basis, it raises $D_{\rm NR}$ by 0.019 eV and $D_{\rm SR}$ by 0.045 eV. These two values are not converged: a second f shell on tin and a richer hydrogen set with d functions raise each by another 0.02 to 0.03 eV, depending on the exponents chosen. Their difference, 0.026 eV, changes by only about 0.001 eV. The shift becomes $-0.321+0.045-0.019=-0.295$ eV. Core correlation and higher orders remain outside.

**Spin-orbit coupling.** In a closed shell the first-order energy vanishes, because the Pauli matrices have zero trace. Write the dropped operator in the orbital basis as $i\sigma\!\cdot\!M$, with real matrices $M_k$. Since $\mathrm{tr}\,\sigma_j\sigma_k=2\delta_{jk}$, the second-order energy is

$$E_{\rm so}=-2\sum_{k,i,a}\frac{(M_k)_{ai}^2}{\varepsilon_a-\varepsilon_i}.$$

With the bare tin nucleus and fixed orbitals, this changes $D_{\rm SR}$ by $+0.004$ eV. The sign of this estimate is not reliable: keeping the spin-orbit term in the X2C operator and letting the orbitals respond self-consistently gives about $-0.013$ eV in the smaller basis. Either value is small beside $\delta D$.

**Nuclear motion.** Hold tin fixed and let $m_{\rm H}$ be the hydrogen mass. The curvatures above give frequencies $\omega=\sqrt{k/\mu}$, with effective masses $4m_{\rm H}$ for the symmetric stretch of SnH₄, $2m_{\rm H}$ for that of SnH₂, $m_{\rm H}/2$ for H₂ and $m_{\rm H}r^2/2$ for the SnH₂ bend. If all stretches of a molecule share one frequency and all bends take that of SnH₂, the zero-point change is

$$\tfrac{\hbar}{2}\left(2\omega_2+\omega_{\rm H_2}+\omega_b-4\omega_4-5\omega_b\right)\approx-0.2\ \mathrm{eV}.$$

This is a rough estimate from the SR curvatures. Its own relativistic change was not computed.

**Temperature.** One molecule becomes two. The translational entropy of an ideal gas of molecules of mass $M$ is

$$\frac{s}{k_B}=\frac52+\ln\left[\left(\frac{2\pi Mk_BT}{h^2}\right)^{3/2}\frac{k_BT}{p_g}\right],$$

with $p_g$ the gas pressure. At 450 K and 760 Torr, products minus reactant give $-T\Delta s=-0.59$ eV from translation. Rotation, treated classically for rigid molecules, adds about $-0.10$ eV. At 1 Torr for each gas, the one extra molecule adds $-k_BT\ln760=-0.26$ eV. The thermal enthalpy of the same motions works the other way: $\tfrac52k_BT$ for the extra molecule and $k_BT$ for the extra rotations, together $+0.14$ eV. These terms rival $D$ itself, so its positive sign alone does not decide the equilibrium. They are not part of the electronic energy $D$ and so do not enter $\delta D$.

**A real resist.** A tin-oxo resist has tin bound to oxygen and to organic groups, and exposure can break tin–carbon bonds through excited or ionized states. The values 450 K and 760 Torr are only a rough bake condition. Free SnH₄ is far from such a film in composition and surroundings. If the hydrogen formed stayed trapped, part of the 0.59 eV translational gain would be lost, and more of it the smaller the space left to the molecule. Replacing hydrogen by carbon and oxygen changes the bonds themselves, by an amount this calculation does not supply. What can be carried over is the mechanism, as a hypothesis to be computed for the actual ligands; the value $-0.32$ eV belongs to the hydrides.
